# The Sackur-Tetrode entropy of a precursor vapour

Suppose the entropy of a precursor vapour is known at 100 kPa and is used unchanged for a reactor in which the vapour is at 100 Pa. For an ideal gas it is then too small by $\ln 1000=6.9$ in units of $k_B$ per molecule. The free energy of the vapour is wrong by $6.9\,k_BT$ per molecule, and a Boltzmann factor formed from it is wrong by a factor of a thousand. Classical mechanics gives such changes of entropy with volume and temperature, but not the entropy itself. The size of a cell in phase space is left open, and with it the additive constant. Nor does classical mechanics say why the cell should be the same for molecules of different mass. Counting the quantum states of molecules in a box settles both points.

Consider $N$ identical molecules of mass $m$ in a cube of side $L$ and volume $V=L^3$, at temperature $T$. The molecules do not interact. Hartree atomic units are used, so that $\hbar=1$, masses are in electron masses, lengths in bohr and energies in hartree. Temperature enters through the energy $\tau=k_BT$. The entropy per molecule divided by $k_B$ is a pure number, called $s$.

A molecule also rotates and vibrates, and it has electronic and nuclear-spin states. If these do not depend on where the molecule is or how fast it travels, its energy is a sum of a translational and an internal part, and its partition function is a product $q\,q_{\rm int}(\tau)$. The internal factor adds $-N\tau\ln q_{\rm int}$ to the free energy $F$. Since $S/k_B=-\partial F/\partial\tau$ at fixed volume, the entropy per molecule gains

$$
s_{\rm int}=\ln q_{\rm int}+\tau\,\frac{d\ln q_{\rm int}}{d\tau}.
$$

This contains neither volume nor pressure. It does depend on the masses of the atoms, through moments of inertia and vibrational frequencies. What follows is the translational part, and its mass dependence is not the whole mass dependence of a polyatomic vapour.

The translational wave function vanishes at the walls. Along each axis it is a sine wave with wave number $\pi n/L$, where $n=1,2,\ldots$, and the kinetic energy is the squared wave number divided by $2m$. Hence

$$
E=\frac{\pi^2}{2mL^2}\left(n_x^2+n_y^2+n_z^2\right).
$$

Because the energy is a sum over axes, the Boltzmann factor is a product, and the one-molecule partition function is a cube:

$$
q=\sigma^3,\qquad \sigma=\sum_{n=1}^{\infty}e^{-an^2},\qquad a=\frac{\pi^2}{2mL^2\tau}.
$$

It is convenient to define the thermal wavelength

$$
\lambda=\sqrt{\frac{2\pi}{m\tau}} .
$$

Then $1/(m\tau)=\lambda^2/(2\pi)$, and $a=\pi\lambda^2/(4L^2)$. For a box much wider than $\lambda$ the number $a$ is tiny, and many levels contribute to the sum.

The sum can be evaluated by Poisson summation. For a smooth, rapidly decreasing function $g$, the function $G(x)=\sum_n g(x+n)$, summed over all integers, has period one. Its Fourier coefficients are integrals of $G(x)e^{-2\pi ikx}$ over one period, which join up into integrals of $g(x)e^{-2\pi ikx}$ over the whole line. Setting $x=0$ in the Fourier series gives

$$
\sum_{n=-\infty}^{\infty}g(n)=\sum_{k=-\infty}^{\infty}\int_{-\infty}^{\infty}g(x)e^{-2\pi ikx}\,dx .
$$

For $g(x)=e^{-ax^2}$, completing the square makes each integral equal to $\sqrt{\pi/a}\,e^{-\pi^2k^2/a}$. The left side is $1+2\sigma$, since $n=0$ contributes one and positive and negative $n$ contribute equally. With $\sqrt{\pi/a}=2L/\lambda$ and $\pi^2/a=4\pi L^2/\lambda^2$,

$$
1+2\sigma=\frac{2L}{\lambda}\left(1+2\sum_{k=1}^{\infty}e^{-4\pi k^2L^2/\lambda^2}\right).
$$

The exponentials on the right are negligible when $L\gg\lambda$, so

$$
\sigma=\frac{L}{\lambda}-\frac12 .
$$

The term $-\tfrac12$ reflects the absence of an $n=0$ state. To leading order it can be dropped, which gives

$$
q=\frac{V}{\lambda^3}.
$$

The partition function is thus the number of cells of volume $\lambda^3$ that fit into the box.

The mean energy along one axis, divided by $\tau$, is the average of $an^2$ with weights $e^{-an^2}$, which equals $-a\,d\ln\sigma/da$. To leading order $\sigma$ is proportional to $a^{-1/2}$, so this average is $\tfrac12$. Three axes and $N$ molecules give

$$
U=\frac32N\tau .
$$

For $N$ molecules the product $q^N$ assigns a level to each molecule as if the molecules carried labels. When all occupied levels are different, exchanging labels gives $N!$ assignments, but for identical molecules these describe a single quantum state. Division by $N!$ removes the overcounting:

$$
Z=\frac{q^N}{N!}.
$$

Assignments in which two molecules share a level are not counted correctly by this division. The mean number of molecules in a level of energy $E$ is $(N/q)e^{-E/\tau}$, which for $L\gg\lambda$ is at most about $N\lambda^3/V$. The division is therefore justified when $N\lambda^3/V\ll1$. Some coincidences may still occur in a large sample, but their effect per molecule is of the order of this small number, as the calculation with quantum statistics below shows.

Stirling's formula, $\ln N!\approx N\ln N-N$, now gives the free energy:

$$
\begin{aligned}
F&=-\tau\ln Z\\
&=-\tau\left[N\ln\frac{V}{\lambda^3}-N\ln N+N\right]\\
&=-N\tau\left[\ln\frac{V}{N\lambda^3}+1\right].
\end{aligned}
$$

The factor $N!$ has turned the volume into the volume per molecule. Without it the entropy per molecule would be $\tfrac32+\ln(V/\lambda^3)$, and joining two equal samples of the same vapour would raise it by $\ln2$, although nothing observable had changed.

The pressure follows by differentiation at fixed temperature and number:

$$
P=-\frac{\partial F}{\partial V}=\frac{N\tau}{V}.
$$

The definition $F=U-TS$ gives $s=(U-F)/(N\tau)$. Inserting both energies,

$$
s=\frac32+1+\ln\frac{V}{N\lambda^3}=\frac52+\ln\frac{V}{N\lambda^3}.
$$

Finally $V/N=\tau/P$ and $\lambda^{-3}=(m\tau/2\pi)^{3/2}$, so

$$
s=\frac52+\ln\left[\left(\frac{m\tau}{2\pi}\right)^{3/2}\frac{\tau}{P}\right].
$$

This is the Sackur-Tetrode entropy. Separating the logarithm gives

$$
s=\frac32\ln m+\frac52\ln\tau-\ln P+\frac52-\frac32\ln2\pi .
$$

Here each logarithm is taken of a numerical value in atomic units. In units where $\hbar$ is not 1, the term $-3\ln\hbar$ must be added. With it included, the separate terms change with the choice of units, but their sum does not.

The coefficients have a direct meaning. A thermal momentum is of order $\sqrt{m\tau}$, so the accessible volume in three-dimensional momentum space grows as $(m\tau)^{3/2}$. This supplies $\tfrac32\ln m$ and $\tfrac32\ln\tau$. At fixed pressure the volume per molecule is $\tau/P$, which supplies another $\ln\tau$ and the term $-\ln P$. Heating at fixed volume therefore changes the entropy with coefficient $\tfrac32$, and heating at fixed pressure with coefficient $\tfrac52$. These are also the translational heat capacities per molecule in units of $k_B$, because the heat capacity is $T\,\partial S/\partial T$ under the same condition.

Doubling the mass at fixed temperature and pressure adds $\tfrac32\ln2=1.040$ to $s$. Doubling the temperature at fixed pressure adds $\tfrac52\ln2=1.733$, and doubling the pressure at fixed temperature removes $\ln2=0.693$. A heavy precursor thus has more translational entropy than a light one under the same conditions: its levels lie closer together, and more of them are thermally accessible.

For laboratory use, let u be the atomic mass unit and write

$$
s=C+\frac32\ln\frac{m}{\rm u}+\frac52\ln\frac{T}{\rm K}-\ln\frac{P}{\rm Pa}.
$$

The constant $C$ collects the conversion factors. One u is $1822.8885$ electron masses, one kelvin corresponds to $\tau=3.166812\times10^{-6}$ hartree, and one pascal is $3.398931\times10^{-14}$ hartree/bohr³. Substitution into the atomic-unit formula gives

$$
\begin{aligned}
C={}&\frac52-\frac32\ln2\pi+\frac32\ln(1822.8885)\\
&+\frac52\ln(3.166812\times10^{-6})-\ln(3.398931\times10^{-14})\\
={}&2.500-2.757+11.262-31.657+31.013\\
={}&10.361 .
\end{aligned}
$$

Take a model precursor molecule with the round mass 200 u, at 400 K and 100 Pa. The mass term is $\tfrac32\ln200=7.947$, the temperature term is $\tfrac52\ln400=14.979$, and the pressure term is $-\ln100=-4.605$. Therefore

$$
s=10.361+7.947+14.979-4.605=28.682 .
$$

Multiplication by the gas constant gives a molar translational entropy of 238.5 J/(mol K). At 100 kPa and the same temperature the pressure is a thousand times larger, and $s$ falls by $\ln1000=6.908$ to $21.774$, or 181.0 J/(mol K). The low pressure of the reactor thus accounts for almost a quarter of the translational entropy at 100 Pa. Rotation and vibration would add to both values by the same amount.

The size of the main term can be read from the number of thermal cells per molecule. In atomic units the product $m\tau$ is

$$
(200\times1822.8885)(400\times3.166812\times10^{-6})=461.8,
$$

so $\lambda=\sqrt{2\pi/461.8}=0.1166$ bohr. The thermal wavelength is much shorter than an atomic diameter. The degeneracy parameter, defined as

$$
y=\frac{P\lambda^3}{\tau},
$$

is $4.26\times10^{-12}$. In the ideal-gas limit $y=N\lambda^3/V$, so each molecule has $1/y$, or about $2.3\times10^{11}$, thermal cells to itself. The entropy is $\tfrac52-\ln y$, and most of it is the logarithm of this large number.

A reactor usually contains a carrier gas as well. If different species do not interact, their partition functions multiply and their free energies add. Each species $i$ then has the entropy derived above with its own mass and its own density $N_i/V$. Since $N_i/V=P_i/\tau$, the pressure in the formula is the partial pressure $P_i$, not the total pressure. Diluting the precursor at fixed total pressure and temperature raises its entropy per molecule just as lowering the pressure of the pure vapour does.

The same rule shows how pressure acts on a gas-phase decomposition AB → A + B. The translational entropy change for one event in a large sample with given partial pressures, at fixed temperature and total pressure, is

$$
\begin{aligned}
\Delta s&=s_A+s_B-s_{AB}\\
&=C+\frac32\ln\frac{m_Am_B}{m_{AB}\,{\rm u}}+\frac52\ln\frac{T}{\rm K}-\ln\frac{P_AP_B}{P_{AB}\,{\rm Pa}} .
\end{aligned}
$$

Two constants and two temperature terms are gained and one of each is lost, which leaves one. At fixed volume the change is smaller by 1, because the expansion by $\tau/P$ that makes room for the extra molecule at total pressure $P$ is then absent. If all partial pressures are lowered by the same factor, the last term raises $\Delta s$ by the logarithm of that factor. In an ideal gas, low pressure therefore favours fragmentation, because one more molecule shares in the larger volume.

Three approximations have been made: a large sample, rare coincidences of molecules in one level, and no forces. Each has a leading correction that can be found.

For a finite cube the term $-\tfrac12$ in $\sigma$ is retained. Expanding to first order in $\lambda/L$,

$$
\ln q=3\ln\frac{L}{\lambda}+3\ln\left(1-\frac{\lambda}{2L}\right)\approx3\ln\frac{L}{\lambda}-\frac{3\lambda}{2L}.
$$

For the energy, $-a\,d\sigma/da=L/(2\lambda)$, because the constant $-\tfrac12$ does not contribute to the derivative. Division by $\sigma$ gives, for three axes,

$$
\frac{U}{N\tau}=\frac{3}{2}\,\frac{1}{1-\lambda/(2L)}\approx\frac32+\frac{3\lambda}{4L}.
$$

The two wall terms add to $-3\lambda/(4L)$. The next term in Stirling's formula is $\tfrac12\ln(2\pi N)$. It increases $\ln N!$ and so lowers the entropy per molecule. Together, at given temperature and density $N/V$,

$$
\Delta s_{\rm finite}\approx-\frac{\ln(2\pi N)}{2N}-\frac{3\lambda}{4L}.
$$

A cube holding 20000 molecules at the density of the example has a side of 19534 bohr. The Stirling part is $-2.935\times10^{-4}$ and the wall part is $-4.48\times10^{-6}$, which add to $-2.980\times10^{-4}$. Direct numerical summation of the box levels, with the full $\ln N!$ in place of Stirling's formula, gives the same shift to these digits. Even this small sample differs from the large-sample entropy by about one part in $10^5$, and most of the difference comes from the fixed finite number of molecules, not from the walls.

The second correction concerns quantum statistics. Let the molecules have a single internal state, and let the upper signs refer to bosons and the lower to fermions. With the fugacity $z=e^{\mu/\tau}$, where $\mu$ is the chemical potential, a level of energy $E$ contributes $\mp\ln(1\mp ze^{-E/\tau})$ to $PV/\tau$. This comes from summing over all its allowed occupations: any number for bosons, zero or one for fermions. For small $z$,

$$
\mp\ln\left(1\mp ze^{-E/\tau}\right)\approx ze^{-E/\tau}\pm\frac{z^2}{2}e^{-2E/\tau}.
$$

The sum of $e^{-E/\tau}$ over levels is $V/\lambda^3$. In the second term the temperature is effectively halved, so $\lambda$ is replaced by $\sqrt2\,\lambda$ and the sum is $V/(2^{3/2}\lambda^3)$. Therefore

$$
y=\frac{P\lambda^3}{\tau}=z\pm\frac{z^2}{2^{5/2}},
\qquad
\ln z=\ln y\mp\frac{y}{2^{5/2}},
$$

where the second relation is the first one inverted to the same order. The chemical potential is the Gibbs energy per molecule, so $s=-\partial\mu/\partial\tau$ at fixed pressure, with $\mu=\tau\ln z$. Since $y$ is proportional to $\tau^{-5/2}$ at fixed pressure,

$$
\frac{\partial(\tau\ln y)}{\partial\tau}=\ln y-\frac52,
\qquad
\frac{\partial(\tau y)}{\partial\tau}=-\frac32y .
$$

Combining these with the signs in $\ln z$,

$$
s=\frac52-\ln y\mp\frac{3y}{2^{7/2}} .
$$

The leading terms are the Sackur-Tetrode entropy, now obtained without dividing by $N!$ by hand. At given temperature and pressure, bosons have slightly less entropy than the formula states and fermions slightly more.

To see the correction at a visible size, the entropy can be found by numerical integration over momentum. A level with mean occupation $f$ has the entropy $-f\ln f\pm(1\pm f)\ln(1\pm f)$; the integral is divided by the number density. At $z=0.001$ the results differ from the Sackur-Tetrode value at the same pressure by $-2.6528\times10^{-4}$ for bosons and $+2.6505\times10^{-4}$ for fermions. The leading correction, with $y\approx0.001$, has the size $2.65\times10^{-4}$. With the mass, temperature and pressure of the example, and still with a single internal state, it is about $1.1\times10^{-12}$, which is of no consequence. If the molecules are spread over $g$ internal states of equal energy, it is smaller by the factor $g$, because fewer of them then compete for the same state; freely excited rotation reduces it strongly in the same way. Levels that are only weakly excited, such as stiff vibrations, can by themselves enlarge it by tens of per cent through the temperature dependence of their populations, which still leaves it negligible here.

The same parameter shows where the formula fails. It gives $s=0$ at $y=e^{5/2}\approx12$, and negative values beyond. That region violates $y\ll1$, so the negative entropy is a result of using the formula outside its range, not a property of a gas.

For a real precursor, forces between molecules matter long before quantum statistics does at the conditions of the example. To first order in pressure, let the volume per molecule be $\tau/P+B(\tau)$, where $B$ is the second virial coefficient. At fixed temperature $d\mu=(V/N)\,dP$, so integration from zero pressure adds $BP$ to the ideal-gas chemical potential. The entropy changes by

$$
\Delta s_{\rm forces}=-P\frac{dB}{d\tau}.
$$

Where attraction makes $B$ increase with temperature, the entropy is lowered. The correction vanishes in proportion to $P$, while the ideal term $-\ln P$ grows as the pressure falls. A dilute vapour is therefore the favourable case. If the molecules associate strongly enough to form dimers, the vapour is better treated as a mixture, with a separate mass and partial pressure for each species.
